# Why Carrier Density Falls Downstream of a Ballistic Barrier

**Question.** Electrons cross the top of the barrier in a ballistic transistor and speed up toward the drain. None are lost on the way. Why does their density fall, and what is the density profile when they all start with the same energy in a specified potential?

**Answer.** Begin with the spacing between carriers. Suppose that one carrier crosses the barrier top in each interval $\Delta t$, and that all start with the same velocity. In a potential that does not change with time, each repeats the motion of the one before it, later by $\Delta t$. Every point downstream is therefore also passed once per $\Delta t$. When a carrier is at $x$, its predecessor is ahead by

$$x(t+\Delta t)-x(t)\simeq v(x)\,\Delta t ,$$

to first order in $\Delta t$. Acceleration enlarges this gap while leaving the rate of passage unchanged. The carriers are spread out, not lost.

Current conservation thus does not cancel the acceleration. It fixes the product of density and velocity, so that a rise in one requires a fall in the other.

**From conservation to a profile**

Let $n$ be the number of carriers per area of the channel sheet and $j$ the number crossing a line per unit width and time. The channel is uniform across its width. Without generation or loss,

$$\frac{\partial n}{\partial t}+\frac{\partial j}{\partial x}=0 .$$

In a steady state the first term vanishes, so $j$ does not depend on $x$. If no carrier scatters or turns back, there is one velocity at each point, and $j=nv$. Hence

$$n(x)=\frac{j}{v(x)},\qquad \frac{n(x)}{n_0}=\frac{v_0}{v(x)},$$

where the subscript 0 marks the barrier top, $x=0$.

The velocity follows from energy conservation. Let $U(x)$ be the total potential energy of an electron, including the mean field of the other carriers, with $U(0)=0$. For a parabolic band of mass $m$, Newton's law is $m\,dv/dt=-dU/dx$. Multiplying by $v=dx/dt$ gives

$$\frac{d}{dt}\left(\frac{mv^2}{2}\right)=-\frac{dU}{dx}\frac{dx}{dt}=-\frac{dU}{dt}.$$

The sum $mv^2/2+U$ is therefore constant. With kinetic energy $K_0$ along $x$ at the top, the kinetic energy downstream is $K=K_0-U(x)$, and $v=\sqrt{2K/m}$. The mass cancels in the velocity ratio:

$$\boxed{\frac{n(x)}{n_0}=\sqrt{\frac{K_0}{K_0-U(x)}}}$$

Downhill $U$ is negative, the denominator exceeds $K_0$, and the density falls. The result depends on the local potential and not on the path taken to reach it: after a potential dip, where $U$ returns to zero, the density returns to $n_0$.

**Is it energy or velocity that matters?**

A general band $K(p)$ separates the two. The velocity is $v=dK/dp$, and $K(p)+U(x)$ is constant. Differentiating that sum along $x$ gives

$$v\frac{dp}{dx}+U'(x)=0,\qquad \frac{dp}{dx}=-\frac{U'}{v}.$$

Since $\ln n=\ln j-\ln v$ and $j$ is constant,

$$\frac{d\ln n}{dx}=-\frac1v\frac{dv}{dx}
=-\frac1v K''(p)\frac{dp}{dx}
=\frac{K''(p)\,U'(x)}{v^2}.$$

Downhill, $U'<0$. The density falls if $K''>0$, the usual case near a band minimum. Where $K''<0$, a carrier that gains kinetic energy slows down, and the density rises. The cause of the thinning is higher velocity, not higher energy as such.

**A parabolic barrier**

Specify the potential as

$$U(x)=-D\left(\frac{x}{L}\right)^2,\qquad 0\le x\le L,$$

where $D>0$ is the energy drop over the length $L$. Substitution gives

$$\frac{n(x)}{n_0}=\frac{1}{\sqrt{1+(D/K_0)(x/L)^2}}
=\frac{1}{\sqrt{1+x^2/\ell^2}},\qquad \ell=L\sqrt{\frac{K_0}{D}} .$$

Near the top, $x\ll\ell$, the density falls slowly, as $1-x^2/(2\ell^2)$. Far from it, $x\gg\ell$, the density approaches $n_0\ell/x$. It has halved when $1+x^2/\ell^2=4$, at $x=\sqrt3\,\ell$.

The transit time follows from the same velocity. Define $\omega=\sqrt{2D/m}/L$. Then $\omega\ell=\sqrt{2K_0/m}=v_0$, so $v=\omega\sqrt{\ell^2+x^2}$ and

$$t_L=\int_0^L\frac{dx}{v}=\frac1\omega\operatorname{arsinh}\frac{L}{\ell}.$$

The number of carriers stored per unit width is $\int_0^L n\,dx=j\,t_L$.

The limit $K_0\to0$ needs care. At fixed flux, $n_0=j/v_0$ diverges, because a classical carrier lingers at a flat barrier top. Far downstream the density tends to $j/(\omega x)$, which no longer contains $K_0$. The divergence belongs to the classical single-energy model; a spread of energies and the wave nature of the electron both alter the top.

**Numbers for a short channel**

Take $K_0=25$ meV, $D=300$ meV, $L=30$ nm and $n_0=1.0\times10^{12}$ cm$^{-2}$, with $m$ equal to 0.05 electron masses. Then

$$\ell=30\sqrt{\frac{25}{300}}=8.66\ \text{nm},\qquad
\frac{n(L)}{n_0}=\sqrt{\frac{25}{325}}=0.277 .$$

The density has halved at 15 nm and is $2.8\times10^{11}$ cm$^{-2}$ at $L$. The velocity rises from $4.19\times10^5$ to $15.1\times10^5$ m/s. With electron charge magnitude $q$, the current per width is $qn_0v_0=0.67$ mA/µm at every point. The transit takes 40 fs, and the region holds 169 carriers per micrometre of width.

**When the band is not parabolic**

At 325 meV a light-mass semiconductor band departs from a parabola. A common model is

$$K(1+\alpha K)=\frac{p^2}{2m},$$

used here for carriers with no transverse momentum. Differentiating with respect to $p$ gives $(1+2\alpha K)v=p/m$. Put $s=1+2\alpha K$. Then $s^2-1=4\alpha K(1+\alpha K)$, and

$$v^2=\frac{p^2}{m^2s^2}=\frac{2K(1+\alpha K)}{ms^2}
=\frac{1}{2m\alpha}\left(1-\frac1{s^2}\right).$$

The velocity saturates at $1/\sqrt{2m\alpha}$, so within this band model the density approaches a floor instead of falling toward zero. For $\alpha=1.2$ eV$^{-1}$, $s$ is 1.06 at the top and 1.78 at $L$:

$$\frac{n(L)}{n_0}=\sqrt{\frac{1-1/1.06^2}{1-1/1.78^2}}=0.40 .$$

This is 45% above the parabolic value. The two profiles, at the same $n_0$ and $K_0$, are:

| $x$ (nm) | $U$ (meV) | $n/n_0$, parabolic | $n/n_0$, nonparabolic |
|---:|---:|---:|---:|
| 0 | 0 | 1.00 | 1.00 |
| 10 | −33 | 0.65 | 0.69 |
| 20 | −133 | 0.40 | 0.48 |
| 30 | −300 | 0.28 | 0.40 |

The difference grows downstream, where $\alpha K$ is larger. The law $n=j/v$ is unchanged; the relation between velocity and energy is what differs.

**What a real source adds**

A source supplies many energies. In a parabolic band, each group of carriers with longitudinal energy $K_i$ at the top obeys the single-energy law, so the total is

$$\frac{n(L)}{n_0}=\frac{1}{n_0}\sum_i n_i\sqrt{\frac{K_i}{K_i+D}} .$$

Let the source fill the forward-moving half of the states at the top at 300 K, where $kT=25.9$ meV. With two spin states, the density is $n_0=(mkT/2\pi\hbar^2)\ln(1+e^{\mu/kT})$. The chosen $n_0$ puts the source Fermi level $\mu$ at 95 meV above the top. Numerical integration over this distribution gives $n(L)/n_0=0.24$, which is 13% below 0.277. When $D$ greatly exceeds all $K_i$, the sum tends to the mean top velocity divided by $\sqrt{2D/m}$. The mean here is $3.8\times10^5$ m/s, below the $4.2\times10^5$ m/s of the single-energy stream. A single stream at that mean velocity would give 0.252. The spread of velocities supplies the rest of the decrease, because each term $v/\sqrt{v^2+2D/m}$ grows less than linearly with the top velocity $v$. These values are for the parabolic band. In the nonparabolic band, with transverse momentum included, the same $n_0$ puts $\mu$ at 84 meV and the ratio is 0.33, which is 17% below the single-energy 0.40.

**The wave nature of the electron** also matters at the top. The classical picture needs many radians of wave phase within the length $\ell$. The phase estimated with the wave number at the top is

$$\frac{mv_0\ell}{\hbar}=\frac{mv_0^2}{\hbar\omega}=\frac{2K_0}{\hbar\omega}=1.57,$$

since $\hbar\omega=31.9$ meV. That is not many. I therefore integrated the Schrödinger equation numerically, with the parabola continued on both sides and an outgoing wave toward the drain. At equal transmitted flux, the density at the top is 9.3% above the classical $j/v_0$, while at $L$ the two agree to within 0.1%. Relative to the actual top density, the fall is thus somewhat deeper than the classical law gives. The barrier reflects 0.7% of the incoming flux. These figures depend on the continuation. If the potential instead turns flat at 30, 36 or 45 nm, weak reflection from the kink puts the excess at the top between 9% and 11%, and the deviation at $L$ reaches about 1.4%.

**Comparison with a real transistor**

The mass and $\alpha$ are rough values for an InGaAs quantum well, and the length and density are of the order found in short transistors of that kind. The value of $\alpha$ is close to the bulk one. Confinement that raises the mass from 0.041 to 0.05 would lower the in-plane $\alpha$ to about 1.0 eV$^{-1}$ and the end ratio from 0.40 to 0.39. The absence of scattering is an assumption that can be checked roughly. With a rough constant scattering time of 100 fs and the nonparabolic transit time of 46.6 fs, the chance of at least one event is $1-e^{-0.466}=37\%$. A carrier that loses one 34 meV phonon just before $L$ but keeps its direction contributes 2.3% more density there at equal flux in the nonparabolic band (5.7% in the parabolic one). A carrier deflected without gaining energy has a smaller forward velocity and contributes more; that effect is not computed here. At 325 meV the single-energy stream stays below the rough threshold of 500 meV for transfer to satellite valleys. It also stays below the band gap of about 740 meV, which is a lower bound on the energy needed for impact ionization. The margin to the valleys is smaller in a device. For the Fermi source, nearly a quarter of the density at $L$ has more than 400 meV, and confinement raises the subband toward the valleys. At the drain bias of 0.50 V used below, carriers from the source Fermi level keep gaining energy beyond $L$ and reach at least 500 meV in a degenerate drain.

The potential was specified, not solved for. In the nonparabolic case the stream's density falls by $0.60\,n_0$ between the top and $L$. With a rough gate capacitance $C$ of 2 µF/cm$^2$, this charge corresponds to $0.60\,qn_0/C=48$ mV. If the gate alone responds to the charge, a self-consistent $U(x)$ contains a shift of about this size, which in energy exceeds $K_0$. Screening by the source and drain would change it, by an amount that depends on their distances from the top and from $L$.

Finally, the result describes carriers from the source, not the total density. Carriers that enter from the drain with too little energy to cross the barrier turn back. Below the energy of the barrier top, the drain therefore fills states of both directions, according to its own Fermi level $\mu_D=\mu-qV_D$, where $V_D$ is the drain bias. Few drain carriers have more energy than that here. The drain's contribution to the density is approximately

$$n_D(x)=\frac{mkT}{\pi\hbar^2}\ln\left[1+e^{(\mu_D-U(x))/kT}\right].$$

For $V_D=0.50$ V this gives $9\times10^9$ cm$^{-2}$ at $L$, about 3% of the parabolic stream. For $V_D=0.30$ V, with $U(x)$ held fixed, it gives $2.0\times10^{12}$ cm$^{-2}$, twice the stream's density at the top. The source stream still thins as it accelerates, but the total density at $L$ is now higher than at the top.
